# Frozen-core valence Hamiltonian and its constant from the PAW Fock matrix

A neutral beryllium atom has two valence electrons outside a compact 1s shell. A projector augmented-wave (PAW) Hartree-Fock calculation with a frozen core gives its total energy and a Fock matrix, in which each valence electron already feels the average repulsion of the others. Coupled cluster and auxiliary-field Monte Carlo treat that repulsion explicitly. They need a Hamiltonian in which it appears once, as a two-body operator, so the average must be removed from the Fock matrix and the total energy must not count it twice.

Let $p,q,r,s$ label real, orthonormal valence orbitals and $i,j$ the doubly occupied ones. The sought operator is

$$
H=E_0+\sum_{pq}h_{pq}E_{pq}+\frac12\sum_{pqrs}(pq|rs)\left(E_{pq}E_{rs}-\delta_{qr}E_{ps}\right),
$$

where $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$ and $(pq|rs)$ is the Coulomb interaction between the pair densities $\psi_p\psi_q$ and $\psi_r\psi_s$. The algebra is in atomic units. The reference is a closed-shell determinant, and exchange, including that between core and valence, is of Hartree-Fock form.

The integrals come first, because the subtraction depends on them. PAW writes an all-electron orbital as

$$
\psi_p=\tilde\psi_p+\sum_a(\phi_a-\tilde\phi_a)\langle\tilde p_a|\tilde\psi_p\rangle ,
$$

with smooth orbitals $\tilde\psi_p$, partial waves $\phi_a$, their smooth partners $\tilde\phi_a$, equal to them beyond the augmentation radius, and projectors $\tilde p_a$. Orthonormality refers to the $\psi_p$, that is, to the PAW overlap of the $\tilde\psi_p$. Inside the sphere define $\psi^1_p=\sum_a\phi_a\langle\tilde p_a|\tilde\psi_p\rangle$ and $\tilde\psi^1_p$ likewise from $\tilde\phi_a$. If the partial waves are complete for these orbitals, $\tilde\psi_p=\tilde\psi^1_p$ inside the sphere, and the pair density is

$$
\rho_{pq}=\tilde\rho_{pq}+\rho^1_{pq}-\tilde\rho^1_{pq}.
$$

Add and subtract a smooth compensation charge $\hat\rho_{pq}$, confined to the sphere, with the multipole moments of $\rho^1_{pq}-\tilde\rho^1_{pq}$. Then $\rho_{pq}=A_{pq}+B_{pq}$, where $A_{pq}=\tilde\rho_{pq}+\hat\rho_{pq}$ and $B_{pq}=\rho^1_{pq}-\tilde\rho^1_{pq}-\hat\rho_{pq}$. The charge $B_{pq}$ has no multipole moments, so its potential vanishes outside the sphere. It therefore interacts with $A_{rs}$ only through the inner part $A^1_{rs}=\tilde\rho^1_{rs}+\hat\rho_{rs}$. Writing $[f|g]$ for the Coulomb interaction of two charges,

$$
[\rho_{pq}|\rho_{rs}]=[A_{pq}|A_{rs}]+[A^1_{pq}|B_{rs}]+[B_{pq}|A^1_{rs}]+[B_{pq}|B_{rs}].
$$

Since $\rho^1=A^1+B$, the last three terms equal $[\rho^1_{pq}|\rho^1_{rs}]-[A^1_{pq}|A^1_{rs}]$. Hence

$$
(pq|rs)=[A_{pq}|A_{rs}]+[\rho^1_{pq}|\rho^1_{rs}]-[A^1_{pq}|A^1_{rs}].
$$

With incomplete partial waves this is no longer the all-electron integral, but it still defines the interaction contained in the PAW energy.

Now let $D_{pq}$ be the spin-summed valence density matrix, so that the valence density is $n=\sum_{pq}D_{pq}\rho_{pq}$. The Hartree energy of the total charge, $\frac12[n+n_{\rm ion}|n+n_{\rm ion}]$, where $n_{\rm ion}$ is nucleus plus frozen core, has three parts. The part without $n$ belongs to the energy of the bare ion, with the infinite nuclear self-energy left out. The cross term $[n|n_{\rm ion}]$ is linear in $D$, and $\frac12[n|n]$ is quadratic. Exchange contributes $-\frac14\sum D_{pq}D_{rs}(pr|sq)$ for the valence electrons. Its core-valence cross term is twice as large in form and contains a core density matrix equal to 2, which gives $-\sum_{pq}D_{pq}\sum_c(pc|cq)$, again linear. Kinetic energy is linear too. Collecting powers of $D$,

$$
E[D]=E_0+\sum_{pq}D_{pq}h_{pq}+\frac12\sum_{pqrs}D_{pq}D_{rs}\,G_{pq,rs},
\qquad
G_{pq,rs}=(pq|rs)-\frac12(pr|sq).
$$

This is also the expectation value of $H$ in a closed-shell determinant, so $h$ and $E_0$ here are those of the Hamiltonian.

The Fock matrix is defined by $dE=\sum_{pq}F_{pq}\,dD_{pq}$. For real orbitals $G_{pq,rs}=G_{rs,pq}$, so the two factors of $D$ give equal contributions and cancel the factor $\frac12$:

$$
F_{pq}=h_{pq}+\sum_{rs}G_{pq,rs}D_{rs}.
$$

Solving for the one-body matrix gives

$$
h_{pq}=F_{pq}-\sum_{rs}D_{rs}\left[(pq|rs)-\frac12(pr|sq)\right].
$$

For the constant, multiply the Fock equation by $D_{pq}$ and sum. The quadratic form is $\sum DGD=\sum_{pq}D_{pq}(F_{pq}-h_{pq})$. Inserting half of it in the energy,

$$
E_0=E[D]-\sum_{pq}D_{pq}h_{pq}-\frac12\sum_{pq}D_{pq}(F_{pq}-h_{pq})
=E[D]-\frac12\sum_{pq}D_{pq}(F_{pq}+h_{pq}).
$$

In the orbitals of the determinant, $D$ is 2 on the occupied diagonal and zero elsewhere, so

$$
h_{pq}=F_{pq}-\sum_i\left[2(pq|ii)-(pi|iq)\right],
\qquad
E_0=E_{\rm HF}-\sum_i(F_{ii}+h_{ii}).
$$

The limit $D=0$ shows what these quantities mean. There $F=h$ and $E=E_0$: the one-body matrix is the Fock matrix of an empty valence shell, and the constant is the energy of the bare frozen ion. Both are coefficients of one polynomial, so they cannot depend on the $D$ at which the subtraction is made. The orbitals need not be self-consistent, but $F$ must be the Hartree-Fock matrix evaluated with them, not a Kohn-Sham matrix. If a PAW dataset reports energies relative to some atomic reference, that shift is part of $E[D]$ and passes unchanged into $E_0$.

The same argument shows when the construction fails. Suppose core-valence exchange is replaced by a density functional, which adds a term $W[D]$ that is not a quadratic polynomial of the above form. The subtraction then returns $h_{pq}+\partial W/\partial D_{pq}$, which varies with the reference. A mismatched Coulomb kernel does similar harm. In a periodic cell, let the exchange part of $F$ use a kernel with an additional constant $\nu$ that the integrals lack. Orthonormality turns this constant into $\nu\delta_{pr}\delta_{sq}$ in $(pr|sq)$, so a term $-\frac12\nu D_{pq}$ is left behind in $h_{pq}$. For positive $\nu$ it lowers the occupied orbitals alone, and it is tied to the reference.

For beryllium, take the 1s shell from the Hartree-Fock state of Be$^{2+}$ in two Slater functions, and a valence space of three s and two p radial functions, nine orbitals in all. The augmentation radius is 1.3 Å. The Slater exponents are 6.4 and 10.4 Å$^{-1}$ for the core, 1.4, 2.2 and 3.8 Å$^{-1}$ for s, and 1.9 and 3.4 Å$^{-1}$ for p. The valence orbitals themselves serve as partial waves, so the set is complete by construction. Their smooth partners are four-term polynomials matched at the augmentation radius $r_c$ in value and three derivatives, and the compensation charges have the radial shape $r^L(1-r^2/r_c^2)^2$. The values below have been converted with 1 hartree = 27.2114 eV, and sums may differ by one in the last digit from rounding.

The Hartree-Fock energy is $-14.5718$ hartree, or $-396.52$ eV. For the occupied 2s orbital $F_{ii}=-8.39$ eV and $(ii|ii)=9.35$ eV. Direct repulsion enters twice and exchange once, with the same integral, so one is subtracted:

$$
h_{ii}=-8.39-9.35=-17.75\ \text{eV}.
$$

For the lowest p orbital, labelled $a$, the two integrals differ. With $F_{aa}=2.90$ eV, $(aa|ii)=9.30$ eV and $(ai|ia)=2.06$ eV,

$$
h_{aa}=2.90-2(9.30)+2.06=-13.63\ \text{eV}.
$$

This orbital has a positive energy in the mean field of the neutral atom but a strongly negative one-body energy in the field of the bare ion. The size of the latter reflects the small basis, which holds the orbital close to the nucleus; a more diffuse p orbital has a less negative $h_{aa}$. Adding one p function of exponent 1.0 Å$^{-1}$ changes $F_{aa}$ to 1.09 eV and $h_{aa}$ to $-10.66$ eV, while the lowest p eigenvalue of $h$ stays at $-14.12$ eV. The constant is

$$
E_0=-396.52+8.39+17.75=-370.38\ \text{eV},
$$

or $-13.6111$ hartree, equal to the energy of the Be$^{2+}$ core. This checks the subtraction, since the core energy enters $E[D]$ as its constant part. With a single electron in the unchanged 2s orbital the energy is $E_0+h_{ii}$. The neutral determinant has $E_0+2h_{ii}+(ii|ii)$, and the difference is $h_{ii}+(ii|ii)=F_{ii}$. Removing an electron without relaxation therefore costs 8.39 eV, while $-h_{ii}$ is the cost of removing the last one from the same orbital.

Independence of the reference was tested with three density matrices: the Hartree-Fock one, an empty valence shell, and a determinant of four valence electrons in random orbitals. The resulting $h$ and $E_0$ agree to better than $10^{-12}$ eV. An all-electron frozen-core operator, built on the full grid without PAW quantities, gives the same $h$ to about $10^{-12}$ eV when the core is cut off at the sphere. With the full core the largest difference is $7\times10^{-4}$ eV, caused by the tail of the core orbital outside the sphere, which holds $1.4\times10^{-5}$ electrons. The largest difference is in a p–p element, and about 80% of it is core-valence exchange. The dipole of the p–core pair charge inside the sphere couples to the tail, which is linear in the small tail amplitude, whereas the missing charge is quadratic in it. For s–s elements the inner pair charge is spherical with a monopole fixed by orthogonality, so the exchange part is quadratic too ($1\times10^{-5}$ eV) and the missing charge dominates ($1\times10^{-4}$ eV).

Diagonalizing $H$ for two electrons gives $-397.75$ eV, which is 1.23 eV below Hartree-Fock. A separate calculation with all four electrons, restricted to determinants with a doubly occupied 1s orbital, gives the same energy to the printed digits. This confirms the Hamiltonian within the chosen orbital space. Core relaxation, core correlation, relativity and the remainder of the valence basis are left out, so the energy is not a reference value for the real atom. In a quadruple-zeta basis with the same frozen-core treatment, the Hartree-Fock energy is 0.03 eV lower, $F_{ii}$ is 0.02 eV lower, and the valence correlation energy grows from 1.23 to 1.25 eV.

Coupled cluster uses the Hamiltonian in normal order relative to the determinant. Let braces denote normal ordering and $e_{pq,rs}=E_{pq}E_{rs}-\delta_{qr}E_{ps}$. Wick's theorem for a closed shell gives $E_{pq}=\{E_{pq}\}+D_{pq}$ and

$$
\begin{aligned}
e_{pq,rs}={}&\{e_{pq,rs}\}+D_{pq}\{E_{rs}\}+D_{rs}\{E_{pq}\}
-\frac12D_{ps}\{E_{rq}\}-\frac12D_{rq}\{E_{ps}\}\\
&+D_{pq}D_{rs}-\frac12D_{ps}D_{rq}.
\end{aligned}
$$

The exchange contractions carry $\frac12$ because they require equal spins. Multiply by $\frac12(pq|rs)$ and sum. The two direct terms are equal after relabelling, as are the two exchange terms, so together they add $\sum_{rs}G_{pq,rs}D_{rs}$ to $h_{pq}$, which restores $F_{pq}$. The fully contracted terms and $E_0$ add up to $E_{\rm HF}$:

$$
H=E_{\rm HF}+\sum_{pq}F_{pq}\{E_{pq}\}+\frac12\sum_{pqrs}(pq|rs)\{e_{pq,rs}\}.
$$

The correlation energy thus requires only $F$ and the integrals, and $E_{\rm HF}$ is added once at the end. A program that instead accepts $h$ and $E_0$ rebuilds $F$ itself. Coupled cluster with single and double excitations is complete for two electrons in a given basis, and it reproduces the diagonalization result of $-397.75$ eV.

Auxiliary-field Monte Carlo needs the interaction as a sum of squares. Regard $(pq|rs)$ as a symmetric matrix with composite indices $pq$ and $rs$. If it has no negative eigenvalues, it factorizes with real matrices, $(pq|rs)=\sum_\gamma L^\gamma_{pq}L^\gamma_{rs}$. The first part of the interaction becomes $\frac12\sum_\gamma(\sum_{pq}L^\gamma_{pq}E_{pq})^2$. The second, $-\frac12\sum_{ps}\sum_q(pq|qs)E_{ps}$, is a one-body operator. After relabelling,

$$
H=E_0+\sum_{pq}\left[h_{pq}-\frac12\sum_r(pr|rq)\right]E_{pq}
+\frac12\sum_\gamma\left(\sum_{pq}L^\gamma_{pq}E_{pq}\right)^2 .
$$

In this form $h$ and $E_0$ appear explicitly. The extra one-body term comes from operator ordering and is separate from the mean-field subtraction. The minus sign in the PAW integral means that positivity is not guaranteed when the partial waves are incomplete. In the example they are complete, no eigenvalue is negative beyond numerical noise, and 42 fields reproduce the two-electron operator to rounding accuracy.

The size of the possible errors can now be read off. If $F$ is used in place of $h$, the determinant energy is too high by $2(F_{ii}-h_{ii})=2(ii|ii)=18.7$ eV, and the energy from diagonalization by 18.9 eV.

A subtler error comes from approximate integrals $(pq|rs)'$, for instance $[A_{pq}|A_{rs}]$ without the one-centre terms. With $G'$ formed from them, subtraction at a chosen $D$ gives

$$
h'_{pq}=h_{pq}+\sum_{rs}(G_{pq,rs}-G'_{pq,rs})D_{rs}.
$$

The Fock matrix rebuilt from $h'$ and $G'$ is $h'+G'D=h+GD=F$, and the matching constant $E_0'=E_{\rm HF}-\frac12\sum D(F+h')$ restores $E_{\rm HF}$. At this reference the mean field is therefore intact, but $h'$ now depends on $D$: its largest element-wise difference from $h$ is 0.43 eV. The correlation energy has no such protection, and the energy from diagonalization is 0.034 eV too low.

If the same approximate integrals are combined with the original $h$ and $E_0$, the determinant energy changes by $(ii|ii)'-(ii|ii)=0.07$ eV. The error after diagonalization is only 0.03 eV, because the determinant error and the change in correlation energy have opposite signs. The consistent subtraction thus protects the Hartree-Fock energy, but it does not guarantee a more accurate correlated total energy, and the near equality of the two errors in size is an accident of this example. These numbers depend on the smooth partial waves and the compensation shape as well as on the radius. At the same 1.3 Å, changing the exponent of the compensation shape from 2 to 1 or 4 moves the determinant error to 0.12 or 0.01 eV, the error of the consistent subtraction to $-0.041$ or $-0.022$ eV, and that of the mixed one to $0.073$ or $-0.010$ eV.

Nor can subtraction repair an inadequate set of partial waves. With two s and one p radial partial waves for the same nine orbitals, $h$ is still independent of the reference to rounding accuracy, since the PAW energy is still quadratic. Yet its largest element-wise deviation from the all-electron matrix is 35 eV, and the PAW overlap deviates from the unit matrix by up to 0.55. The orbitals are then no longer orthonormal in the PAW sense, and a calculation with them would have to include the overlap. These figures are for leaving out the last s and the last p function of the orthonormalized set; other choices of two s and one p give 19 eV and 1.26. The 35 eV compares individual matrix elements and must not be read as an error in a total energy: with the overlap included, the lowest level of $h$ moves by 0.10 eV. The integral matrix now has a small negative eigenvalue, about $-2.5\times10^{-4}$ hartree. Agreement between references tests the subtraction; the quality of the dataset has to be tested against an all-electron calculation.

## Computed results

```
augmentation radius: 1.30 angstrom
core exponents: [6.4, 10.4] 1/angstrom
valence s exponents: [1.4, 2.2, 3.8] 1/angstrom
valence p exponents: [1.9, 3.4] 1/angstrom
valence orbitals: 9 
core charge outside sphere: 1.37e-05 e
PAW Hartree-Fock energy: -14.5718 eV
PAW Hartree-Fock energy: -14.571844 hartree
2s: F: -0.3085 eV
2s: (ii|ii): 0.3437 eV
2s: h: -0.6522 eV
p: F: 0.1065 eV
p: (aa|ii): 0.3417 eV
p: (ai|ia): 0.0758 eV
p: h: -0.5010 eV
constant E0: -13.6111 eV
Be2+ core energy, direct: -13.6111 eV
spread of h over 3 references: 6.0e-14 eV
spread of E0 over 3 references: 1.5e-13 eV
h minus all-electron h, core cut at sphere: 7.2e-13 eV
h minus all-electron h, full core: 6.6e-04 eV
valence CI total energy: -14.6170 eV
all-electron frozen-core CI energy: -14.6170 eV
CCSD total energy: -14.6170 eV
valence correlation energy: -0.0451 eV
auxiliary fields kept: 42 
auxiliary-field operator error: 6.3e-14 eV
F used as h: CI energy error: 0.6944 eV
smooth integrals, full h: determinant error: 0.0025 eV
smooth integrals, full h: CI error: 0.0012 eV
smooth integrals in both: determinant error: -1.8e-15 eV
smooth integrals in both: CI error: -0.0013 eV
smooth integrals in both: largest change of h: 0.4294 eV
few partial waves: spread of h: 3.2e-14 eV
few partial waves: h minus all-electron h: 35.3094 eV
few partial waves: overlap error: 0.5543
```
